# Logarithmic frequency response of a narrow heater on a thick solid: test program

```python
"""
Result under test: a narrow strip heater on a half-space has an in-phase
temperature oscillation whose slope against ln(frequency) tends to
-P/(2 pi L kappa) when half-width << thermal depth << length, thickness.

P: amplitude of oscillating power; L: heater length; b: half-width;
kappa: conductivity; D: diffusivity; omega: thermal angular frequency;
beta = omega b^2/D; delta = sqrt(D/omega); time factor exp(+i omega t).
Scaled calculations use b = 1 and substrate kappa = 1. The scaled response is
pi L kappa Theta/P, with Theta the complex strip-averaged temperature.
"""
import numpy as np
from scipy.integrate import quad
from scipy.special import kv
from scipy.sparse import diags, kron
from scipy.sparse.linalg import spsolve

EULER = np.euler_gamma


def complex_quad(function, lower, upper):
    options = dict(epsabs=1e-11, epsrel=1e-10, limit=200)
    real = quad(lambda x: function(x).real, lower, upper, **options)[0]
    imag = quad(lambda x: function(x).imag, lower, upper, **options)[0]
    return real + 1j * imag


def strip_response(beta, length=None):
    """Average the line-source response over source and observation points."""
    q = np.sqrt(1j * beta)

    def integrand(r):
        value = kv(0, q * r)
        if length is not None:
            value -= np.exp(-q * r) / (q * length)
        return (2 - r) / 2 * value
    return complex_quad(integrand, 0, 2)


def asymptote(beta):
    return 1.5 - EULER - 0.5 * np.log(beta) - 1j * np.pi / 4


def log_slope(function, beta, step=0.05):
    upper = function(beta * np.exp(step)).real
    lower = function(beta * np.exp(-step)).real
    return (upper - lower) / (2 * step)


def graded_widths(first, growth, length):
    count = int(np.ceil(np.log(1 + length * (growth - 1) / first)
                        / np.log(growth)))
    widths = first * growth ** np.arange(count)
    return widths * length / widths.sum()


def conductance_matrix(links):
    diagonal = np.r_[links, 0] + np.r_[0, links]
    return diags([diagonal, -links, -links], [0, 1, -1])


def finite_volume(beta, depth=150.0, film=0.0, film_kappa=1.0):
    """Solve the heat equation directly on half of the symmetric section."""
    inside = graded_widths(0.01, 1.07, 1.0)[::-1]
    dx = np.r_[inside, graded_widths(0.01, 1.07, 150.0)]
    substrate = graded_widths(0.01, 1.07, depth)
    film_cells = np.full(8, film / 8) if film > 0 else np.array([])
    dz = np.r_[film_cells, substrate]
    conductivity = np.r_[np.full(len(film_cells), film_kappa),
                         np.ones(len(substrate))]
    x_links = 2 / (dx[:-1] + dx[1:])
    resistance = dz / (2 * conductivity)
    z_links = 1 / (resistance[:-1] + resistance[1:])
    matrix = (kron(conductance_matrix(x_links), diags(conductivity * dz))
              + kron(diags(dx), conductance_matrix(z_links))
              + 1j * beta * kron(diags(dx), diags(dz)))
    source = np.zeros((len(dx), len(dz)), dtype=complex)
    heater = len(inside)
    source[:heater, 0] = 0.5 * inside
    temperature = spsolve(matrix.tocsc(), source.ravel())
    temperature = temperature.reshape(source.shape)
    surface = temperature[:heater, 0] + 0.5 * resistance[0]
    return np.pi * np.sum(inside * surface)


# Model inputs in SI units.
kappa, heat_capacity = 10.0, 2.0e6
half_width, length = 5.0e-6, 5.0e-3
current, electrical_resistance = 0.1, 20.0
film_thickness, film_kappa = 0.2e-6, 0.2
thin_substrate = 0.2e-3
diffusivity = kappa / heat_capacity
power = current**2 * electrical_resistance / 2
temperature_scale = power / (np.pi * length * kappa)
frequencies = np.array([100.0, 200.0, 500.0, 1000.0])
betas = 2 * np.pi * frequencies * half_width**2 / diffusivity
depths = np.sqrt(diffusivity / (2 * np.pi * frequencies))
low, high = betas[0], betas[-1]
log_ratio = np.log(high / low)

# The Fourier component of the actual Joule power fixes the meaning of P.
phase = 2 * np.pi * np.arange(64) / 64
joule = electrical_resistance * (current * np.cos(phase))**2
spectrum = np.fft.rfft(joule) / len(phase)
assert abs(2 * spectrum[2].real - power) < 1e-12
assert abs(spectrum[0].real - power) < 1e-12

# Superposition of instantaneous line pulses reproduces the line response.
pulse_frequency = 0.5


def pulse(time):
    return 0.0 if time <= 0 else np.exp(-1 / (4 * time)) / (2 * time)


pulse_real = quad(pulse, 0, np.inf, weight='cos', wvar=pulse_frequency)[0]
pulse_imag = -quad(pulse, 0, np.inf, weight='sin', wvar=pulse_frequency)[0]
line_value = kv(0, np.sqrt(1j * pulse_frequency))
assert abs(pulse_real + 1j * pulse_imag - line_value) < 1e-5

# Quadrature tests the constant, the phase and the first width corrections.
responses = np.array([strip_response(beta) for beta in betas])
for beta, response in zip(betas, responses):
    correction = (np.pi * beta / 24 - 1j * beta / 6
                  * (0.5 * np.log(beta) + EULER - 19 / 12))
    assert abs(response - asymptote(beta) - correction) < 1.5e-4
small_beta = 0.01
width_slope = log_slope(strip_response, small_beta)
assert abs(width_slope - (-0.5 + np.pi * small_beta / 24)) < 3e-5

# Direct solution of the differential equation; tolerances allow for its mesh.
grid_low, grid_high = finite_volume(low), finite_volume(high)
assert abs(grid_low - responses[0]) < 0.02
assert abs(grid_high - responses[-1]) < 0.02
grid_slope = (grid_high - grid_low).real / log_ratio
assert abs(grid_slope / (-0.5) - 1) < 0.015

# A thin resistive film shifts the curve but leaves its slope almost unchanged.
scaled_film = film_thickness / half_width
scaled_film_kappa = film_kappa / kappa
film_low = finite_volume(low, film=scaled_film, film_kappa=scaled_film_kappa)
film_high = finite_volume(high, film=scaled_film, film_kappa=scaled_film_kappa)
film_offset = power * film_thickness / (2 * half_width * length * film_kappa)
grid_offset = temperature_scale * (film_low - grid_low).real
film_slope = (film_high - film_low).real / log_ratio
assert abs(grid_offset / film_offset - 1) < 0.03
assert abs(film_slope / grid_slope - 1) < 0.01

# Integrating point sources along a finite heater tests the end correction.
scaled_length = length / half_width


def finite_line(beta):
    q = np.sqrt(1j * beta)
    return complex_quad(lambda u: (1 - np.sinh(u) / scaled_length)
                        * np.exp(-q * np.cosh(u)),
                        0, np.arcsinh(scaled_length))


q_low = np.sqrt(1j * low)
end_formula = kv(0, q_low) - np.exp(-q_low) / (q_low * scaled_length)
assert abs(finite_line(low) - end_formula) < 1e-6
end_change = (log_slope(finite_line, low)
              - log_slope(lambda beta: kv(0, np.sqrt(1j * beta)), low))
end_fraction = depths[0] / (np.sqrt(2) * length)
assert abs(end_change / (0.5 * end_fraction) - 1) < 0.02

# Insulated-back images are compared with a direct finite-depth solution.
scaled_depth = thin_substrate / half_width


def image_response(beta):
    q = np.sqrt(1j * beta)
    return 2 * sum(kv(0, 2 * n * q * scaled_depth) for n in range(1, 20))


grid_image = finite_volume(low, depth=scaled_depth) - grid_low
assert abs(grid_image / image_response(low) - 1) < 0.05


def inferred_kappa(low_response, high_response):
    change = temperature_scale * (high_response - low_response).real
    return -power * log_ratio / (2 * np.pi * length * change)


kappa_taps = inferred_kappa(responses[0], responses[-1])
kappa_ends = inferred_kappa(strip_response(low, scaled_length),
                            strip_response(high, scaled_length))
kappa_thin = inferred_kappa(responses[0] + image_response(low),
                            responses[-1] + image_response(high))
predicted_ratio = 1 / (1 - np.pi * (high - low) / (12 * log_ratio))
assert abs(kappa_taps / kappa - predicted_ratio) < 1e-4

slope = -power / (2 * np.pi * length * kappa)
print(f"Conductivity: {kappa:.3f} W/(m K)")
print(f"Volumetric heat capacity: {heat_capacity:.3e} J/(m^3 K)")
print(f"Diffusivity: {diffusivity:.3e} m^2/s")
print(f"Heater full width: {2 * half_width * 1e6:.2f} micrometre")
print(f"Heater length: {length * 1e3:.2f} mm")
print(f"Current amplitude: {current:.3f} A")
print(f"Heater resistance: {electrical_resistance:.2f} ohm")
print(f"Oscillating power amplitude: {power:.4f} W")
print(f"Temperature scale P/(pi L kappa): {temperature_scale:.5f} K")
print(f"Asymptotic slope per unit ln frequency: {slope:.5f} K")
print(f"Asymptotic slope per decade: {slope * np.log(10):.5f} K")
print(f"Asymptotic out-of-phase part: {-power/(4*length*kappa):.5f} K")
print(f"Constant 3/2 - gamma: {1.5 - EULER:.6f} (dimensionless)")
for frequency, beta, depth, response in zip(
        frequencies, betas, depths, responses):
    actual = temperature_scale * response
    straight = temperature_scale * asymptote(beta).real
    print(f"Thermal frequency {frequency:.0f} Hz: beta {beta:.6f}, "
          f"delta {depth * 1e6:.2f} micrometre")
    print(f"  in phase {actual.real:.5f} K; asymptote {straight:.5f} K; "
          f"out of phase {actual.imag:.5f} K")
print(f"Inferred kappa, inner taps: {kappa_taps:.4f} W/(m K)")
print(f"Inferred kappa, whole length: {kappa_ends:.4f} W/(m K)")
print(f"Thin substrate thickness: {thin_substrate * 1e3:.3f} mm")
print(f"Inferred kappa, thin substrate: {kappa_thin:.4f} W/(m K)")
print(f"End-effect slope reduction at 100 Hz: {100*end_fraction:.3f} %")
print(f"Width slope reduction at 1000 Hz: {100*np.pi*high/12:.3f} %")
print(f"Finite-volume slope / asymptotic slope: {grid_slope/(-0.5):.5f}")
print(f"Film thickness: {film_thickness * 1e6:.3f} micrometre")
print(f"Film conductivity: {film_kappa:.3f} W/(m K)")
print(f"Film offset, formula: {film_offset:.4f} K")
print(f"Film offset, finite volume at 100 Hz: {grid_offset:.4f} K")
print(f"Slope with film / slope without: {film_slope/grid_slope:.5f}")
for beta in (0.01, 0.1, 1.0, 10.0):
    ratio = log_slope(strip_response, beta) / (-0.5)
    print(f"Local slope / asymptotic slope at beta {beta:.2f}: {ratio:.5f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Conductivity: 10.000 W/(m K)
Volumetric heat capacity: 2.000e+06 J/(m^3 K)
Diffusivity: 5.000e-06 m^2/s
Heater full width: 10.00 micrometre
Heater length: 5.00 mm
Current amplitude: 0.100 A
Heater resistance: 20.00 ohm
Oscillating power amplitude: 0.1000 W
Temperature scale P/(pi L kappa): 0.63662 K
Asymptotic slope per unit ln frequency: -0.31831 K
Asymptotic slope per decade: -0.73294 K
Asymptotic out-of-phase part: -0.50000 K
Constant 3/2 - gamma: 0.922784 (dimensionless)
Thermal frequency 100 Hz: beta 0.003142, delta 89.21 micrometre
  in phase 2.42215 K; asymptote 2.42189 K; out of phase -0.49870 K
Thermal frequency 200 Hz: beta 0.006283, delta 63.08 micrometre
  in phase 2.20178 K; asymptote 2.20126 K; out of phase -0.49764 K
Thermal frequency 500 Hz: beta 0.015708, delta 39.89 micrometre
  in phase 1.91089 K; asymptote 1.90959 K; out of phase -0.49486 K
Thermal frequency 1000 Hz: beta 0.031416, delta 28.21 micrometre
  in phase 1.69154 K; asymptote 1.68896 K; out of phase -0.49087 K
Inferred kappa, inner taps: 10.0318 W/(m K)
Inferred kappa, whole length: 10.1075 W/(m K)
Thin substrate thickness: 0.200 mm
Inferred kappa, thin substrate: 10.4271 W/(m K)
End-effect slope reduction at 100 Hz: 1.262 %
Width slope reduction at 1000 Hz: 0.822 %
Finite-volume slope / asymptotic slope: 0.99741
Film thickness: 0.200 micrometre
Film conductivity: 0.200 W/(m K)
Film offset, formula: 2.0000 K
Film offset, finite volume at 100 Hz: 1.9743 K
Slope with film / slope without: 1.00607
Local slope / asymptotic slope at beta 0.01: 0.99740
Local slope / asymptotic slope at beta 0.10: 0.97528
Local slope / asymptotic slope at beta 1.00: 0.81164
Local slope / asymptotic slope at beta 10.00: 0.35308
ALL CHECKS PASSED
```
